# Aufbau conditions from minimizing the energy over orbital occupations: test program

```python
"""
Result under test: if E[gamma] = Tr(t gamma) + G[n] is minimal over density
matrices with 0 <= gamma <= 1 and Tr gamma = N, then gamma commutes with
h = t + dG/dn, and a number mu exists such that levels below mu are full,
levels above mu are empty, and fractional occupations occur only at mu.
Also tested: Janak's theorem dE/df_i = eps_i, sufficiency for convex E, and
its failure for a non-convex E.

t     : one-body matrix on lattice sites (hopping -1, site energies)
n     : site densities, the diagonal of gamma
G[n]  : sum over sites of U n^2 / 2 - c n^(4/3)
f_i   : occupation of orbital i;  eps_i : eigenvalue of h
D     : site energy of the apex of a triangle
All energies are in units of the hopping strength.
"""
import numpy as np
from scipy.optimize import brentq, minimize


def energy(gamma, one_body, U, c=0.0):
    n = np.real(np.diag(gamma))
    value = np.real(np.trace(one_body @ gamma)) + 0.5 * U * np.sum(n**2)
    if c:
        value -= c * np.sum(n ** (4 / 3))
    return value


def kohn_sham(gamma, one_body, U, c=0.0):
    n = np.real(np.diag(gamma))
    potential = U * n
    if c:
        potential = potential - (4 / 3) * c * n ** (1 / 3)
    return one_body + np.diag(potential)


def minimize_gamma(one_body, U, electrons):
    """Projected gradient descent on the convex set of density matrices.
    The projection shifts and clips the eigenvalues of the trial matrix."""
    gamma = np.eye(len(one_body)) * electrons / len(one_body)
    for _ in range(20000):
        trial = gamma - kohn_sham(gamma, one_body, U) / U
        x, vectors = np.linalg.eigh(trial)
        knots = np.sort(np.concatenate([x, x - 1]))
        totals = np.clip(x[None, :] - knots[:, None], 0, 1).sum(axis=1)
        shift = np.interp(-electrons, -totals, knots)
        new = (vectors * np.clip(x - shift, 0, 1)) @ vectors.T
        change = np.max(np.abs(new - gamma))
        gamma = new
        if change < 1e-13:
            break
    return gamma


def levels_and_occupations(gamma, h):
    """Common eigenbasis of two commuting matrices; a small admixture of
    gamma selects the orbitals inside a degenerate level of h."""
    assert np.max(np.abs(h @ gamma - gamma @ h)) < 1e-5
    _, v = np.linalg.eigh(h - 0.0137 * gamma)
    eps = np.real(np.diag(v.conj().T @ h @ v))
    occ = np.real(np.diag(v.conj().T @ gamma @ v))
    order = np.argsort(eps)
    return eps[order], occ[order]


def transfer_gain(eps, occ):
    """Largest first-order energy gain per charge moved between orbitals;
    the aufbau conditions hold exactly when it is not positive."""
    size = len(eps)
    return max(eps[i] - eps[j] for i in range(size) for j in range(size)
               if i != j and occ[i] > 1e-7 and occ[j] < 1 - 1e-7)


# ---- Janak's theorem with relaxed orbitals, on an irregular chain ----
chain = (np.diag([0.0, 0.3, -0.2, 0.5, 0.1])
         - np.eye(5, k=1) - np.eye(5, k=-1))


def relaxed_chain(occ, U=1.0, c=0.3):
    gamma = np.eye(5) * np.sum(occ) / 5
    for _ in range(5000):
        eps, v = np.linalg.eigh(kohn_sham(gamma, chain, U, c))
        new = (v * occ) @ v.T
        change = np.max(np.abs(new - gamma))
        if change < 1e-13:
            break
        gamma = gamma + 0.4 * (new - gamma)
    assert change < 1e-11
    return energy(new, chain, U, c), eps


fixed_occ = np.array([0.9, 0.8, 0.5, 0.3, 0.1])
_, chain_eps = relaxed_chain(fixed_occ)
step = 1e-3
slopes = np.array([(relaxed_chain(fixed_occ + step * unit)[0]
                    - relaxed_chain(fixed_occ - step * unit)[0]) / (2 * step)
                   for unit in np.eye(5)])
janak_error = np.max(np.abs(slopes - chain_eps))
assert janak_error < 2e-6  # truncation error of the central difference
print("Janak test, 5-site chain, U=1, c=0.3; energies in hopping units")
print("occupations held fixed      :", fixed_occ)
print("eigenvalues eps_i           :", np.round(chain_eps, 5))
print("numerical slopes dE/df_i    :", np.round(slopes, 5))
print(f"largest difference          : {janak_error:.1e}")

# ---- Minimum on the chain for integer and non-integer N ----
print("Chain minimized over gamma, U=2, c=0")
for electrons in (2.0, 2.3):
    best = minimize_gamma(chain, 2.0, electrons)
    eps, occ = levels_and_occupations(best, kohn_sham(best, chain, 2.0))
    assert transfer_gain(eps, occ) < 1e-7
    expected = np.clip(electrons - np.arange(5), 0, 1)
    assert np.allclose(occ, expected, atol=1e-7)
    print(f"N={electrons}: levels      ", np.round(eps, 4))
    print(f"N={electrons}: occupations ", np.round(np.abs(occ), 4))
chain_mu = eps[2]
e_plus, e_minus = [energy(minimize_gamma(chain, 2.0, 2.3 + s), chain, 2.0)
                   for s in (step, -step)]
slope_N = (e_plus - e_minus) / (2 * step)
assert abs(slope_N - chain_mu) < 1e-5
print(f"N=2.3: numerical dE/dN = {slope_N:.5f}, mu = {chain_mu:.5f}")

# ---- Triangle: fractional occupations at a common level ----
U, D = 2.0, 0.4


def triangle(apex_energy):
    matrix = np.eye(3) - np.ones((3, 3))
    matrix[0, 0] = apex_energy
    return matrix


t3 = triangle(D)
apex = np.array([1.0, 0.0, 0.0])
base_even = np.array([0.0, 1.0, 1.0]) / np.sqrt(2)
odd = np.array([0.0, 1.0, -1.0]) / np.sqrt(2)
low = np.ones(3) / np.sqrt(3)
even = np.array([2.0, -1.0, -1.0]) / np.sqrt(6)

gamma_min = minimize_gamma(t3, U, 2.0)
h_min = kohn_sham(gamma_min, t3, U)
E_min = energy(gamma_min, t3, U)
eps, occ = levels_and_occupations(gamma_min, h_min)
f_low, f_even, f_odd = [v @ gamma_min @ v for v in (low, even, odd)]
mu = eps[1]
assert transfer_gain(eps, occ) < 1e-7
assert abs(eps[2] - eps[1]) < 1e-8
assert abs(f_low - 1) < 1e-8
assert abs(f_even - (0.5 - D / U)) < 1e-8
assert abs(f_odd - (0.5 + D / U)) < 1e-8
assert abs(mu - (1 + 2 * U / 3 + D / 3)) < 1e-8
print(f"Triangle: U={U}, apex energy D={D}, N=2 (hopping units)")
print("site densities (apex, base, base):", np.round(np.diag(gamma_min), 5))
print("site potentials of h             :", np.round(np.diag(h_min), 5))
print("levels                           :", np.round(eps, 5))
print(f"f_low={f_low:.5f}  f_even={f_even:.5f}  f_odd={f_odd:.5f}")
print(f"mu={mu:.5f}  multiplier beta_low=mu-eps_low={mu - eps[0]:.5f}")
print(f"minimum energy = {E_min:.6f}")

# ---- Global minimality against random complex density matrices ----
rng = np.random.default_rng(7)
smallest_excess, smallest_linear = np.inf, np.inf
for _ in range(5000):
    random = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    q, _ = np.linalg.qr(random)
    g = (q * (1 - rng.dirichlet([0.5, 0.5, 0.5]))) @ q.conj().T
    smallest_excess = min(smallest_excess, energy(g, t3, U) - E_min)
    linear = np.real(np.trace(h_min @ (g - gamma_min)))
    smallest_linear = min(smallest_linear, linear)
assert smallest_excess > -1e-9 and smallest_linear > -1e-9
print(f"5000 random gammas: smallest energy excess = {smallest_excess:.5f}")


# ---- Transfer path: f_even = x, f_odd = 1 - x, orbitals relaxed ----
def relaxed_filling(x):
    def orbitals(angle):
        return (np.cos(angle) * apex + np.sin(angle) * base_even,
                -np.sin(angle) * apex + np.cos(angle) * base_even)

    def state(angle):
        a, b = orbitals(angle)
        return (np.outer(a, a) + x * np.outer(b, b)
                + (1 - x) * np.outer(odd, odd))

    def coupling(angle):
        a, b = orbitals(angle)
        return a @ kohn_sham(state(angle), t3, U) @ b

    angle = brentq(coupling, 0, np.pi / 2, xtol=1e-14)
    g = state(angle)
    value = energy(g, t3, U)
    scan = min(energy(state(s), t3, U) for s in np.linspace(0, np.pi, 181))
    assert value < scan + 1e-10
    h = kohn_sham(g, t3, U)
    b = orbitals(angle)[1]
    return value, b @ h @ b, odd @ h @ odd


print("x=f_even   energy     eps_even   eps_odd   (relaxed orbitals)")
for x in (0.0, 0.1, 0.3, 0.6, 1.0):
    value, e_even, e_odd = relaxed_filling(x)
    print(f"{x:6.1f} {value:11.6f} {e_even:10.5f} {e_odd:10.5f}")
    if 0 < x < 1:
        d = 1e-4
        slope = (relaxed_filling(x + d)[0]
                 - relaxed_filling(x - d)[0]) / (2 * d)
        assert abs(slope - (e_even - e_odd)) < 1e-6
    if x == 0.0:
        E_odd_full = value
        assert e_even < e_odd - 1e-3
    if x == 1.0:
        assert e_odd < e_even - 1e-3

move = np.outer(even, even) - np.outer(odd, odd)
s = 0.1
frozen = (energy(gamma_min + s * move, t3, U) - 2 * E_min
          + energy(gamma_min - s * move, t3, U)) / s**2
x0 = 0.5 - D / U
relaxed = (relaxed_filling(x0 + step)[0] - 2 * relaxed_filling(x0)[0]
           + relaxed_filling(x0 - step)[0]) / step**2
assert abs(frozen - 2 * U / 3) < 1e-8
assert 0 < relaxed < frozen
print(f"transfer curvature: frozen {frozen:.5f}, relaxed {relaxed:.5f}")


# ---- Integer occupations: real orbitals against a complex orbital ----
def real_determinant(angles):
    a, b = angles
    hole = np.array([np.cos(a), np.sin(a) * np.cos(b), np.sin(a) * np.sin(b)])
    return np.eye(3) - np.outer(hole, hole)


starts = [(a, b) for a in np.linspace(0.05, np.pi - 0.05, 40)
          for b in np.linspace(0, 2 * np.pi, 60)]
start = min(starts, key=lambda p: energy(real_determinant(p), t3, U))
fit = minimize(lambda p: energy(real_determinant(p), t3, U), start,
               method="Nelder-Mead",
               options={"xatol": 1e-9, "fatol": 1e-15, "maxiter": 2000})
gamma_real = real_determinant(fit.x)
eps_r, occ_r = levels_and_occupations(gamma_real,
                                      kohn_sham(gamma_real, t3, U))
assert E_min + 1e-3 < fit.fun < E_odd_full + 1e-9
assert transfer_gain(eps_r, occ_r) > 1e-3
print(f"best integer state, real orbitals: E = {fit.fun:.6f}")
print(f"  excess over minimum = {fit.fun - E_min:.6f}")
print("  levels     ", np.round(eps_r, 5))
print("  occupations", np.round(np.abs(occ_r), 5))

mixed = np.sqrt(f_even) * even + 1j * np.sqrt(f_odd) * odd
gamma_complex = np.outer(low, low) + np.outer(mixed, mixed.conj())
occ_c = np.linalg.eigvalsh(gamma_complex)
E_complex = energy(gamma_complex, t3, U)
assert np.allclose(occ_c, [0, 1, 1], atol=1e-8)
assert np.allclose(np.diag(gamma_complex), np.diag(gamma_min), atol=1e-8)
assert abs(E_complex - E_min) < 1e-8
print(f"integer state, complex orbital   : E = {E_complex:.6f}")
print("  occupations", np.round(np.abs(occ_c), 5))

# ---- Window of fractional filling as the apex energy changes ----
print("D      f_even    f_odd     eps_even-eps_odd")
for apex_energy in (0.0, 0.4, 0.8, 1.2):
    t_d = triangle(apex_energy)
    g = minimize_gamma(t_d, U, 2.0)
    h = kohn_sham(g, t_d, U)
    basis = np.array([apex, base_even]).T
    occ_even = np.linalg.eigvalsh(basis.T @ g @ basis)[0]
    gap = np.linalg.eigvalsh(basis.T @ h @ basis)[1] - odd @ h @ odd
    occ_odd = odd @ g @ odd
    assert abs(occ_even - max(0.5 - apex_energy / U, 0)) < 1e-7
    assert abs(gap) < 1e-7 if apex_energy < U / 2 else gap > 1e-3
    print(f"{apex_energy:.1f} {abs(occ_even):10.5f} {occ_odd:9.5f} "
          f"{abs(gap):12.5f}")

# ---- Non-convex energy: the conditions are not sufficient ----
t2, attraction = np.diag([0.2, 0.0]), -1.0
grid = np.linspace(0, 1, 1001)
curve = np.array([energy(np.diag([f, 1 - f]), t2, attraction) for f in grid])
top = grid[np.argmax(curve)]
assert abs(top - 0.6) < 1e-9
assert curve[0] < curve[1] and curve[-1] < curve[-2]
assert curve[0] < curve[-1] - 1e-3
print("Two uncoupled sites, energies 0.2 and 0, U=-1, N=1")
for f in (0.0, 0.3, top, 1.0):
    g = np.diag([f, 1 - f])
    h = kohn_sham(g, t2, attraction)
    gain = transfer_gain(*levels_and_occupations(g, h))
    satisfied = gain < 1e-9
    assert satisfied == (f != 0.3)
    print(f"f_1={f:.1f}: eps_1={h[0, 0]:.2f} eps_2={h[1, 1]:.2f} "
          f"E={energy(g, t2, attraction):.3f} aufbau holds: {satisfied}")

print("checks complete")
```

Printed output:

```
Janak test, 5-site chain, U=1, c=0.3; energies in hopping units
occupations held fixed      : [0.9 0.8 0.5 0.3 0.1]
eigenvalues eps_i           : [-1.41717 -0.59428  0.18875  1.42231  2.093  ]
numerical slopes dE/df_i    : [-1.41717 -0.59428  0.18875  1.42231  2.093  ]
largest difference          : 5.0e-09
Chain minimized over gamma, U=2, c=0
N=2.0: levels       [-8.0080e-01 -2.1000e-03  7.5350e-01  2.0346e+00  2.7149e+00]
N=2.0: occupations  [1. 1. 0. 0. 0.]
N=2.3: levels       [-0.6853  0.1167  0.9219  2.1322  2.8145]
N=2.3: occupations  [1.  1.  0.3 0.  0. ]
N=2.3: numerical dE/dN = 0.92187, mu = 0.92187
Triangle: U=2.0, apex energy D=0.4, N=2 (hopping units)
site densities (apex, base, base): [0.53333 0.73333 0.73333]
site potentials of h             : [1.46667 1.46667 1.46667]
levels                           : [-0.53333  2.46667  2.46667]
f_low=1.00000  f_even=0.30000  f_odd=0.70000
mu=2.46667  multiplier beta_low=mu-eps_low=3.00000
minimum energy = 0.573333
5000 random gammas: smallest energy excess = 0.05356
x=f_even   energy     eps_even   eps_odd   (relaxed orbitals)
   0.0    0.614331    2.34365    2.60251
   0.1    0.592218    2.37870    2.56070
   0.3    0.573333    2.46667    2.46667
   0.6    0.624739    2.65741    2.29451
   1.0    0.900000    3.05472    2.00000
transfer curvature: frozen 1.33333, relaxed 1.01695
best integer state, real orbitals: E = 0.614331
  excess over minimum = 0.040998
  levels      [-0.54616  2.34365  2.60251]
  occupations [1. 0. 1.]
integer state, complex orbital   : E = 0.573333
  occupations [0. 1. 1.]
D      f_even    f_odd     eps_even-eps_odd
0.0    0.50000   0.50000      0.00000
0.4    0.30000   0.70000      0.00000
0.8    0.10000   0.90000      0.00000
1.2    0.00000   1.00000      0.09440
Two uncoupled sites, energies 0.2 and 0, U=-1, N=1
f_1=0.0: eps_1=0.20 eps_2=-1.00 E=-0.500 aufbau holds: True
f_1=0.3: eps_1=-0.10 eps_2=-0.70 E=-0.230 aufbau holds: False
f_1=0.6: eps_1=-0.40 eps_2=-0.40 E=-0.140 aufbau holds: True
f_1=1.0: eps_1=-0.80 eps_2=0.00 E=-0.300 aufbau holds: True
checks complete
```
